# Becquerel's Formula for Atomic Faraday Rotation, Evaluated for Hydrogen

Before computing the Faraday rotation of an atomic gas, one must decide whether the magnetic field has to enter the electronic-structure calculation at all. The direct route needs either a polarizability in a finite magnetic field or a response function of second order, with one electric and one magnetic perturbation. The alternative is the ordinary polarizability without a field, calculated at several frequencies and differentiated. For an atom whose ground state has no orbital angular momentum, and whose spin–orbit coupling can be neglected, the second route loses nothing of the electric-dipole response at first order in the field. The reason is that the field merely shifts the frequency at which each circular polarization samples the dispersion curve.

Closed-shell atoms have \(L=0\), and they meet the condition when they are light enough for spin–orbit coupling in their excited states to be negligible, as in helium; heavy closed-shell atoms do not. Hydrogen is not a closed-shell atom, but its 1s state has \(L=0\), and its unpaired spin plays no part in the electric-dipole response while spin and orbital motion are uncoupled. Its separate response to the magnetic field of the light is estimated with the example below. The derivation therefore covers both. It treats the electrons nonrelativistically, holds the nucleus fixed, and uses the electric-dipole approximation in a transparent spectral region.

Let a static field \(B\) point along \(z\), and let the electron charge be \(-e\), with \(e>0\). In the symmetric gauge \(\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac12B(-y,x,0)\), the kinetic energy of one electron is

\[
\frac{(\mathbf p+e\mathbf A)^2}{2m}
=\frac{p^2}{2m}+\frac{e}{m}\mathbf A\cdot\mathbf p+\frac{e^2A^2}{2m},
\]

where \(\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p\) because \(\nabla\cdot\mathbf A=0\). The middle term equals \((eB/2m)(xp_y-yp_x)\). Summing over electrons gives

\[
H=H_0+\omega_LL_z+\frac{e^2B^2}{8m}\sum_i(x_i^2+y_i^2),
\qquad \omega_L=\frac{eB}{2m}.
\]

The spin Zeeman energy has been omitted because the dipole operator does not change the spin. Ground and excited states in a dipole transition carry the same spin energy, which cancels from the transition frequency.

The last term, the diamagnetic one, can also be dropped at the order needed. Reflection in a plane containing the \(z\) axis reverses \(L_z\), leaves the diamagnetic term alone, and exchanges the two circular polarizations. The difference between their polarizabilities is therefore odd in \(B\). Its first correction is of order \(B^3\), so the rotation per unit field is corrected at relative order \(B^2\).

An atom is spherically symmetric, so \(H_0\) commutes with \(L_z\), including the electron repulsion. The term \(\omega_LL_z\) leaves the eigenstates unchanged and adds \(\hbar\omega_LM\) to their energies. The ground state has \(M=0\) and does not move.

For the light, take fields varying as \(e^{-i\omega t}\) and the circular unit vectors

\[
\mathbf e_\pm=\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}.
\]

The real part of \(\mathbf e_+e^{-i\omega t}\) is \((\cos\omega t,\sin\omega t)/\sqrt2\), which turns counterclockwise for an observer towards whom \(\mathbf B\) points. With \(\mathbf R=\sum_i\mathbf r_i\), define \(R_\pm=(X\pm iY)/\sqrt2\). From \([L_z,X]=i\hbar Y\) and \([L_z,Y]=-i\hbar X\) follows

\[
[L_z,R_\pm]=\pm\hbar R_\pm ,
\]

so \(R_+\) raises \(M\) by one and \(R_-\) lowers it by one.

Apply the field \(\mathbf E=\mathrm{Re}[\mathcal E\,\mathbf e_+e^{-i\omega t}]\). The dipole moment is \(-e\mathbf R\), and the perturbation is

\[
W=e\mathbf R\cdot\mathbf E
=\frac e2\left(\mathcal E R_+e^{-i\omega t}+\mathcal E^*R_-e^{i\omega t}\right).
\]

Let \(\Omega_n\) be the transition frequency to state \(n\) in the magnetic field. Integrating \(i\hbar\dot c_n=\langle n|W|0\rangle e^{i\Omega_nt}\), with the light switched on slowly, gives

\[
c_n=-\frac{e}{2\hbar}\left[
\frac{\mathcal E\langle n|R_+|0\rangle e^{i(\Omega_n-\omega)t}}{\Omega_n-\omega}
+\frac{\mathcal E^*\langle n|R_-|0\rangle e^{i(\Omega_n+\omega)t}}{\Omega_n+\omega}
\right].
\]

The \(\mathbf e_+\) component of the induced dipole is found by projecting with \(\mathbf e_+^*=\mathbf e_-\), that is, from

\[
-e\langle R_-\rangle=-e\sum_n\left[c_ne^{-i\Omega_nt}\langle0|R_-|n\rangle
+c_n^*e^{i\Omega_nt}\langle n|R_-|0\rangle\right].
\]

In the first sum the \(R_+\) part of \(c_n\) survives, since \(R_-\) must bring the state back to \(M=0\). In the second sum the \(R_-\) part survives for the same reason. Both vary as \(e^{-i\omega t}\), and the result is \(\tfrac12\alpha_+\mathcal Ee^{-i\omega t}\) with

\[
\alpha_+(\omega)=\frac{e^2}{\hbar}\sum_n\left[
\frac{|\langle n|R_+|0\rangle|^2}{\Omega_n-\omega}
+\frac{|\langle n|R_-|0\rangle|^2}{\Omega_n+\omega}\right].
\]

The resonant term contains states with \(M=+1\), for which \(\Omega_n=\omega_n+\omega_L\). The antiresonant term contains states with \(M=-1\), for which \(\Omega_n=\omega_n-\omega_L\). Here \(\omega_n\) is the frequency without the field. By reflection symmetry the two squared matrix elements are equal for each level; call their common value \(A_n\). Then

\[
\alpha_+(\omega)=\frac{e^2}{\hbar}\sum_nA_n\left[
\frac1{\omega_n-(\omega-\omega_L)}+\frac1{\omega_n+(\omega-\omega_L)}\right]
=\alpha(\omega-\omega_L),
\]

where, from now on, the sum runs over levels and includes the continuum. The field-free polarizability is

\[
\alpha(\omega)=\frac{e^2}{\hbar}\sum_n\frac{2\omega_nA_n}{\omega_n^2-\omega^2}
=\frac{e^2}{m}\sum_n\frac{f_n}{\omega_n^2-\omega^2},
\qquad f_n=\frac{2m\omega_nA_n}{\hbar}.
\]

Exchanging the roles of \(M=+1\) and \(M=-1\) gives the other polarization, so that

\[
\alpha_\pm(\omega)=\alpha(\omega\mp\omega_L).
\]

Both denominators had to shift in the same direction in \(\omega\) for this to hold. Seen from a frame turning counterclockwise at \(\omega_L\), the atom behaves as if the linear magnetic term were absent, while \(\mathbf e_+\) light appears slowed to \(\omega-\omega_L\) and \(\mathbf e_-\) light appears speeded up to \(\omega+\omega_L\).

Nothing here depended on the number of electrons. A small-basis configuration-interaction calculation for the free helium atom illustrates this. At \(w=0.1\) hartree and \(B=0.02\) atomic units, with the diamagnetic term left out, the polarizabilities in the field are 1.37388 and 1.37962 atomic units for \(\mathbf e_+\) and \(\mathbf e_-\). The field-free polarizability at the shifted frequencies gives the same values. They test the shift; the basis is too small for them to serve as reference polarizabilities of helium. In the aug-cc-pVQZ basis both rise by about 1.7%, to 1.397 and 1.403, and their difference, which fixes the rotation, rises by about 8%.

In a dilute gas of number density \(N\), the polarization is \(N\alpha\mathbf E\) and \(n^2=1+N\alpha/\varepsilon_0\), if the correction of the local field by neighbouring atoms is neglected. For light travelling along \(\mathbf B\), the axial symmetry keeps \(\mathbf e_+\) and \(\mathbf e_-\) from mixing. Each therefore has its own index, \(n_\pm(\omega)=n(\omega\mp\omega_L)\). Expanding to first order in \(\omega_L\),

\[
n_--n_+=n(\omega+\omega_L)-n(\omega-\omega_L)=2\omega_L\frac{dn}{d\omega}.
\]

This requires \(\omega_L\) to be small compared with the distance from \(\omega\) to the nearest resonance.

The wave numbers are \(k_\pm=\omega n_\pm/c\). The prefactor contains the actual light frequency \(\omega\), since the shift belongs to the atomic response and not to the wave. Let light enter polarized along \(\hat{\mathbf x}=(\mathbf e_++\mathbf e_-)/\sqrt2\). After a path \(L\), with \(\bar k=(k_++k_-)/2\) and \(\delta=(k_+-k_-)L\), its amplitude is

\[
\frac{e^{i\bar kL}}{\sqrt2}\left(\mathbf e_+e^{i\delta/2}+\mathbf e_-e^{-i\delta/2}\right)
=e^{i\bar kL}\left(\hat{\mathbf x}\cos\frac\delta2-\hat{\mathbf y}\sin\frac\delta2\right).
\]

The minus sign comes from \(\tfrac i2(e^{i\delta/2}-e^{-i\delta/2})=-\sin(\delta/2)\). The light is still linearly polarized, and its plane has turned counterclockwise about \(\mathbf B\) by

\[
\varphi=-\frac\delta2=\frac{\omega L}{2c}(n_--n_+)
=\frac{\omega L}{c}\,\frac{eB}{2m}\,\frac{dn}{d\omega}.
\]

Writing \(\varphi=VBL\) defines the Verdet constant \(V\). Since \(\omega=2\pi c/\lambda\) implies \(\omega\,d/d\omega=-\lambda\,d/d\lambda\), Becquerel's formula is

\[
\boxed{V=\frac{e}{2mc}\,\omega\frac{dn}{d\omega}
=-\frac{e}{2mc}\,\lambda\frac{dn}{d\lambda}}
\]

in SI units, with \(\lambda\) the vacuum wavelength. Where the index rises with frequency, \(V\) is positive. If the light travels against \(\mathbf B\), the vectors \(\mathbf e_\pm\) still describe the same senses of turning about \(z\) and meet the same indices. The plane then turns in the same sense about \(\mathbf B\), and a return pass doubles the rotation.

The derivation also shows where the formula fails. If the ground state has \(L\neq0\), the field splits it, and the thermal populations of its sublevels depend on \(B\); this adds a contribution absent here. Spin–orbit coupling spoils the cancellation of the spin energy. An unpaired spin, polarized thermally by the field, also responds to the magnetic field of the light, and this adds a rotation outside the electric-dipole approximation even when \(L=0\). In a molecule the nuclear framework generally prevents \(H_0\) from commuting with \(L_z\), so the field alters the states as well as the energies. Near an absorption line the first-order expansion and the assumption of transparency both break down.

For a gas far below its first resonance, the dispersion can be reduced to a few numbers. Let \(w=\hbar\omega/E_h\) be the photon energy in hartree, \(w_n\) the transition energies in the same unit, and

\[
S(-k)=\sum_n\frac{f_n}{w_n^k}.
\]

For \(w<w_1\), the lowest dipole-allowed transition energy, each denominator can be expanded in a geometric series. In atomic units,

\[
\alpha=\sum_n\frac{f_n}{w_n^2-w^2}=S(-2)+S(-4)w^2+S(-6)w^4+S(-8)w^6+\dots
\]

The atomic unit of polarizability is \(4\pi\varepsilon_0a_0^3\). To first order in the density, \(n-1=N\alpha/2\varepsilon_0\) in SI units, which becomes \(2\pi Na_0^3\alpha\) with \(\alpha\) in atomic units. Differentiation removes \(S(-2)\), the static polarizability:

\[
\omega\frac{dn}{d\omega}=2\pi Na_0^3\left[2S(-4)w^2+4S(-6)w^4+6S(-8)w^6+\dots\right].
\]

Inserting this into Becquerel's formula, the common factor 2 cancels the 2 in \(e/2mc\):

\[
V=2\pi Na_0^3\,\frac{e}{mc}\left[S(-4)w^2+2S(-6)w^4+3S(-8)w^6+\dots\right].
\]

At long wavelength this electric-dipole Verdet constant thus falls as \(1/\lambda^2\), with a strength set by \(S(-4)\).

For hydrogen \(S(-4)\) can be found in closed form without summing over excited states. In atomic units \(f_n=2w_n|\langle n|z|0\rangle|^2\), where \(z\) may replace \(x\) by spherical symmetry. Therefore

\[
S(-4)=2\sum_n\frac{|\langle n|z|0\rangle|^2}{w_n^3}
=2\langle F_1|F_2\rangle,\qquad F_j=(H_0-E_0)^{-j}z\psi_0 .
\]

The three inverse powers have been divided between the two functions. The ground state is \(\psi_0=e^{-r}/\sqrt\pi\) with \(E_0=-\tfrac12\). Each \(F_j\) has angular momentum 1, so write

\[
F_j=\frac{1}{\sqrt\pi}\,q_j(r)\,e^{-r}\cos\theta,\qquad q_0=r .
\]

For a radial factor \(P=qe^{-r}\), the operator \(H_0-E_0\) acts as

\[
-\frac12\left(P''+\frac{2P'}r-\frac{2P}{r^2}\right)-\frac Pr+\frac P2 .
\]

Substitute \(P'=(q'-q)e^{-r}\) and \(P''=(q''-2q'+q)e^{-r}\). The terms \(\mp\tfrac12q\) cancel, as do \(\pm q/r\), leaving \(e^{-r}\mathcal Dq\) with

\[
\mathcal Dq=-\frac{q''}2+q'-\frac{q'}r+\frac q{r^2}.
\]

On a power of \(r\) this gives

\[
\mathcal Dr^k=kr^{k-1}-\frac{(k-1)(k+2)}2r^{k-2},
\]

and in particular \(\mathcal Dr=1\), \(\mathcal Dr^2=2r-2\) and \(\mathcal Dr^3=3r^2-5r\).

The first function must satisfy \(\mathcal Dq_1=r\). Half of \(r^2\) gives \(r-1\), and adding \(r\) removes the \(-1\):

\[
q_1=r+\frac{r^2}2 .
\]

The second must satisfy \(\mathcal Dq_2=q_1=r+\tfrac12r^2\). The term \(r^3/6\) gives \(\tfrac12r^2-\tfrac56r\). What remains is \(\tfrac{11}6r\), which is supplied by \(\tfrac{11}6q_1\). Hence

\[
q_2=\frac{11}6r+\frac{11}{12}r^2+\frac{r^3}6 .
\]

These solutions are unique, because hydrogen has no bound state with angular momentum 1 at the energy \(E_0\) that could be added.

The angular integral of \(\cos^2\theta\) is \(4\pi/3\). Together with the factor 2 and the normalization \(1/\pi\), it gives

\[
S(-4)=\frac83\int_0^\infty q_1q_2\,e^{-2r}r^2\,dr .
\]

Multiplying the polynomials,

\[
q_1q_2=\frac{11}6r^2+\frac{11}6r^3+\frac58r^4+\frac1{12}r^5 .
\]

With the extra \(r^2\), the integrals needed are \(\int_0^\infty r^ke^{-2r}dr=k!/2^{k+1}\), which equal \(\tfrac34\), \(\tfrac{15}8\), \(\tfrac{45}8\) and \(\tfrac{315}{16}\) for \(k=4,5,6,7\). Thus

\[
S(-4)=\frac83\left(\frac{11}8+\frac{55}{16}+\frac{225}{64}+\frac{105}{64}\right)
=\frac83\cdot\frac{319}{32}=\frac{319}{12}\approx26.583 .
\]

The higher sums follow by continuing the same chain; the program obtains \(S(-6)=172.188\) and \(S(-8)=1162.09\). The weight \(1/w_n^4\) favours low transitions strongly. The 1s–2p transition, with \(f=0.4162\) and \(w_n=\tfrac38\), contributes \(0.4162/(3/8)^4\approx21.05\), or 79% of \(S(-4)\), although it holds only 42% of the total oscillator strength of one.

As an example, take a gas of hydrogen atoms with the chosen density \(N=10^{25}\ \mathrm{m^{-3}}\) and light of wavelength 600 nm. Then \(w=0.075939\), \(Na_0^3=1.48185\times10^{-6}\) and \(e/mc=586.679\ \mathrm{rad\,T^{-1}\,m^{-1}}\). The \(S(-4)\) term alone gives

\[
V\approx2\pi(1.48185\times10^{-6})(586.679)(26.5833)(0.075939)^2
=8.374\times10^{-4}\ \mathrm{rad\,T^{-1}\,m^{-1}} .
\]

The next two terms of the series add 7.47% and 0.44% of this value. The full dispersion gives

\[
V=9.04\times10^{-4}\ \mathrm{rad\,T^{-1}\,m^{-1}}
=3.11\times10^{-6}\ \mathrm{arcmin\,G^{-1}\,cm^{-1}},
\]

which is 7.93% above the leading term. These digits belong to the model, with its electric-dipole coupling, fixed nucleus and uncoupled spin; a real gas of hydrogen atoms differs already in the second digit. In a real gas the field polarizes the unpaired spin thermally, \(\langle S_z\rangle\approx-\hbar\omega_L/2k_BT\) in units of \(\hbar\), and spin–orbit coupling \(\zeta\,\mathbf L\cdot\mathbf S\) then changes the splitting of the 2p levels with \(M=\pm1\) by the fraction \(\zeta/2k_BT\) of the Larmor shift. With \(\zeta=\alpha_{\rm fs}^2E_h/48\), where \(\alpha_{\rm fs}\) is the fine-structure constant, this fraction is about \(6\times10^{-4}\) at 300 K and grows as \(1/T\). It is not the change in \(V\). At 600 nm the full spin–orbit operator lowers \(V\) by \(1.7\times10^{-3}\) of its value, and a spin term of the same order in the dipole operator raises it by \(2.3\times10^{-3}\), a net rise of about \(6\times10^{-4}\). Much larger is the response of the polarized spin to the magnetic field of the light. The magnetization \(N\mu_B^2B/k_BT\), with \(\mu_B\) the Bohr magneton, precesses and gives the two circular polarizations different permeabilities. This adds \((e/2mc)\,\mu_0N\mu_B^2/k_BT\) to \(V\), with the same sign and independent of wavelength. At 300 K it is \(7.7\times10^{-5}\ \mathrm{rad\,T^{-1}\,m^{-1}}\), which is 8.5% of \(V\) at 600 nm and exceeds the Becquerel term beyond about 2000 nm. It is absent for closed-shell atoms. For a moving proton the electron mass in \(H_0\) is replaced by the reduced mass \(\mu\), smaller by a fraction very close to the electron–proton mass ratio, roughly \(5\times10^{-4}\). Lengths scale as \(1/\mu\) and energies as \(\mu\), so \(S(-4)=2\sum_n|\langle n|z|0\rangle|^2/w_n^3\) scales as \(\mu^{-5}\), an increase of about 0.27%. The proton's opposite charge acts the other way: it replaces \(1/m\) in \(\omega_L\) by \(1/m-1/M_p\), which lowers the Larmor term by about 0.05%. Together the two changes raise \(V\) by about two parts in a thousand.

The indices show how small the underlying effect is. In a field of 1 T, \(\omega_L=8.794\times10^{10}\ \mathrm{rad\,s^{-1}}\), which is \(2.80\times10^{-5}\) of the light frequency. The gas has \(n-1=4.338\times10^{-5}\), and its two circular indices differ by \(1.726\times10^{-10}\). Over 1 m the rotation is

\[
\varphi=\frac{\pi L}\lambda(n_--n_+)
=\frac{\pi(1\ \mathrm m)}{6\times10^{-7}\ \mathrm m}(1.726\times10^{-10})
=9.04\times10^{-4}\ \mathrm{rad},
\]

or \(0.0518^\circ\). The path contains so many wavelengths that a minute index difference becomes a measurable angle.

Whether \(S(-4)\) suffices depends on the wavelength. Relative to the leading term, the full result is higher by 0.47% at 2400 nm, 1.9% at 1200 nm and 19% at 400 nm. The first correction, \(2S(-6)w^2/S(-4)\), scales as \(1/\lambda^2\). From its value of 7.47% at 600 nm, it falls to 1% near \(600\sqrt{7.47}\approx1640\) nm. At shorter wavelengths a calculation aiming at 1% in the electric-dipole part needs more of the dispersion curve, but still no magnetic field. For atomic hydrogen the spin term above must be added at every wavelength.

The numerical check tests the formula without assuming the Larmor shift. It diagonalizes hydrogen with both magnetic terms present, propagates a linearly polarized wave through the resulting dielectric tensor, and reads off the angle. Extrapolated to zero field, this gives \(V=9.0375\times10^{-4}\ \mathrm{rad\,T^{-1}\,m^{-1}}\), against \(9.0379\times10^{-4}\) from the dilute-gas formula. The relative difference of about \(4\times10^{-5}\) comes from linearizing the index. If \(x\) denotes the linearized \(n-1\), then \(n=\sqrt{1+2x}\), and its derivative is smaller than that of \(x\) by the factor \(1/\sqrt{1+2x}\approx1-x\), with \(x=4.3\times10^{-5}\).

At finite field, the rotation per unit field lies below Becquerel's value by \(1.57\times10^{-4}\) of that value at 940 T and by \(3.9\times10^{-5}\) at 470 T. The ratio is close to 4, as the \(B^2\) argument requires. The sign identifies the larger of two effects. The next term in the expansion of \(n(\omega\pm\omega_L)\) raises the rotation, because all the coefficients in the series for \(\alpha\) are positive. The diamagnetic term must therefore lower it by more. Scaled as \(B^2\) down to 1 T, the net deviation is about \(2\times10^{-10}\), so within this model the slope of the field-free dispersion curve is, at such fields, all that the calculation needs from the atom.

## Computed results

```
HYDROGEN SUMS (atomic units)
q1(r) = r**2/2 + r
q2(r) = r**3/6 + 11*r**2/12 + 11*r/6
S(-2) = 9/2 = 4.500000
S(-4) = 319/12 = 26.583333
S(-6) = 297541/1728 = 172.188079
S(-8) = 289165453/248832 = 1162.091102
1s-2p oscillator strength = 0.41620
2p share of S(-4) = 79.17 %
EXAMPLE: ATOMIC HYDROGEN GAS
number density = 1.000e+25 m^-3
wavelength = 600.0 nm
photon energy w = 0.075939 hartree
N a0^3 = 1.481847e-06
e/(mc) = 586.6792 rad/(T m)
polarizability at w = 4.65926 a.u.
n - 1 = 4.33810e-05
field = 1.0 T, path = 1.0 m
Larmor angular frequency = 8.79410e+10 rad/s
Larmor / light frequency = 2.8012e-05
n_minus - n_plus = 1.72612e-10
rotation = 9.03792e-04 rad = 0.05178 degree
V from S(-4) alone = 8.37379e-04 rad/(T m)
S(-6) relative correction = 0.07471
S(-8) relative correction = 0.00436
V full dispersion = 9.03792e-04 rad/(T m)
V full dispersion = 3.1070e-06 arcmin/(G cm)
V from propagated wave, B to 0 = 9.03753e-04 rad/(T m)
WAVELENGTH TABLE: nm, V full, V from S(-4) [rad/(T m)], ratio
  400.0 2.24799e-03 1.88410e-03 1.19313
  600.0 9.03792e-04 8.37379e-04 1.07931
 1200.0 2.13312e-04 2.09345e-04 1.01895
 2400.0 5.25815e-05 5.23362e-05 1.00469
FINITE-FIELD DEVIATION FROM BECQUEREL
B = 940.2 T: relative deviation = -1.5688e-04
B = 470.1 T: relative deviation = -3.9329e-05
HELIUM ATOM, SMALL-BASIS CI (atomic units)
B = 0.02, w = 0.1, ground energy = -2.89375 hartree
alpha_plus in field = 1.3738763, shifted free = 1.3738763
alpha_minus in field = 1.3796214, shifted free = 1.3796214
```
